# Subthreshold Swing and Hysteresis with a Matched Negative-Capacitance Gate Layer

**Question.** The gate stack of a long n-channel transistor consists of a ferroelectric layer of thickness \(t\), an oxide of capacitance \(C_{ox}\) per area, and a uniformly doped p-type semiconductor. The field in the ferroelectric is \(aQ+bQ^3\), with \(a<0\) and \(b>0\), where \(Q\) is the gate charge per area. The polarization is uniform: no domains form. There is no interface charge, trapping or leakage.

The gate voltage \(V\) is measured from flat band, \(\psi\) is the surface potential relative to the neutral bulk, and \(V_T=kT/q\). Carriers obey Boltzmann statistics, the acceptors are fully ionized, the drain voltage is small, and the electrons are in equilibrium with the grounded source.

Data: \(T=300\) K, \(N_A=10^{24}\ \mathrm{m^{-3}}\), \(n_i=10^{16}\ \mathrm{m^{-3}}\), relative permittivities 12 (semiconductor) and 4 (oxide), oxide thickness 1 nm, \(a=-2\times10^{9}\) m/F, \(b=10^{13}\ \mathrm{m^5/(F\,C^2)}\). These are round model values.

### (a) Find \(Q(\psi)\) and the semiconductor capacitance \(C_s=dQ/d\psi\), and simplify both for depletion.

**Answer.** Let \(u=\psi/V_T\), with \(x\) pointing into the semiconductor. The hole density is \(N_Ae^{-u}\) and the electron density is \((n_i^2/N_A)e^{u}\). With \(r=(n_i/N_A)^2\) and a neutral bulk, the charge density is

\[
\rho=-qN_A\left[1-e^{-u}+r(e^u-1)\right].
\]

Poisson's equation \(\psi''=-\rho/\varepsilon\) becomes

\[
\frac{d^2u}{dx^2}=\frac{1}{L_D^2}\left[1-e^{-u}+r(e^u-1)\right],\qquad L_D^2=\frac{\varepsilon V_T}{qN_A}.
\]

Multiply by \(2\,du/dx\) and integrate from the bulk, where \(u\) and \(du/dx\) vanish:

\[
L_D^2\left(\frac{du}{dx}\right)^2=F^2,\qquad F^2=2\left[e^{-u}+u-1+r(e^u-u-1)\right].
\]

For \(\psi>0\) the potential falls into the bulk, so the surface field is positive. Give \(F\) the sign of \(u\). Gauss's law then gives \(Q=(\varepsilon V_T/L_D)F\). Squaring, and defining \(\gamma=\sqrt{2q\varepsilon N_A}\),

\[
Q^2=\tfrac12\gamma^2V_TF^2 .
\]

Differentiation with respect to \(\psi=V_Tu\) gives

\[
2QC_s=\gamma^2\left[1-e^{-u}+r(e^u-1)\right].
\]

In depletion \(e^{-u}\ll1\) and \(re^u\ll1\). Since \(r=e^{-2\phi_F/V_T}\) with \(\phi_F=V_T\ln(N_A/n_i)\), the second condition means that \(\psi\) lies several \(V_T\) below \(2\phi_F=0.952\) V. With \(\varphi=\psi-V_T\),

\[
Q=\gamma\sqrt{\varphi},\qquad C_s=\frac{\gamma}{2\sqrt{\varphi}} .
\]

The capacitance falls as the depletion layer widens.

### (b) Derive \(m=dV/d\psi\) and the subthreshold swing. At how many potentials in depletion can the layer be matched, in the sense \(m=0\)?

**Answer.** The same displacement \(Q\) crosses all layers, so the voltage drops add:

\[
V=\psi+\frac{Q}{C_{ox}}+t(aQ+bQ^3).
\]

By the chain rule,

\[
m=1+C_s\left(\frac1{C_{ox}}+\frac1{C_F}\right),\qquad \frac1{C_F}=t(a+3bQ^2).
\]

A match requires a negative insulator capacitance equal in magnitude to \(C_s\). Insert the depletion forms. The part independent of \(b\) is \(-(\gamma/2\sqrt\varphi)(|a|t-1/C_{ox})\), and the cubic part is \((\gamma/2\sqrt\varphi)\,3bt\gamma^2\varphi\). Hence

\[
m=1-\frac{A}{\sqrt\varphi}+B\sqrt\varphi,
\]
\[
A=\frac{\gamma}{2}\left(|a|t-\frac1{C_{ox}}\right),\qquad B=\frac32\,bt\gamma^3 .
\]

Let \(y=\sqrt\varphi\). For \(A>0\), \(dm/dy=A/y^2+B>0\), so \(m\) rises steadily and has one zero within the depletion formula. Setting \(m=0\) and multiplying by \(y\) gives \(By^2+y-A=0\), whose positive root is

\[
\sqrt{\varphi_m}=\frac{-1+\sqrt{1+4AB}}{2B}.
\]

The layer can therefore be matched at one potential at most, not over the whole depletion range. The root is a match only if it lies where the depletion formula holds. With the data above, \(t=20\) nm has \(A>0\) and a root at \(\psi=0.027\) V, yet the full relation gives no zero of \(m\); \(t=400\) nm puts the root at 1.06 V, beyond \(2\phi_F\), and \(m\) has no zero in depletion. As \(b\to0\), \(\sqrt{\varphi_m}\to A\) and \(m=1-\sqrt{\varphi_m/\varphi}\): even a perfectly linear negative capacitance loses its match, because \(C_s\) changes.

If the current is taken proportional to \(e^{\psi/V_T}\), the swing is

\[
S_\psi=\frac{dV}{d\log_{10}I}=V_T\ln10\;m .
\]

A better estimate takes constant mobility and a current proportional to the inversion charge. The excess electron density is proportional to \(e^{s}-1\), which keeps the bulk end of the integral finite; away from that end the \(-1\) is negligible. Changing the integration variable from depth to potential gives

\[
N\propto\int^{u}\frac{e^{s}}{F(s)}\,ds\simeq\frac{e^u}{\sqrt{2(u-1)}},
\]

because the exponential concentrates the integral near its upper end, where \(F\simeq\sqrt{2(u-1)}\). Thus \(\ln N\simeq u-\tfrac12\ln(u-1)+\text{const}\). Since \(u-1=\varphi/V_T\),

\[
\frac{d\ln N}{d\psi}\simeq\frac1{V_T}\left(1-\frac{V_T}{2\varphi}\right),\qquad
S\simeq\frac{V_T\ln10\;m}{1-V_T/(2\varphi)} .
\]

The correction raises a positive swing slightly: a larger surface field squeezes the electrons into a thinner layer.

### (c) Choose \(t\) for a match at \(\psi_m=0.40\) V, and find the swing from 0.40 to 0.80 V.

**Answer.** Setting \(m=0\) in the general expression gives

\[
t=\frac{1/C_s+1/C_{ox}}{|a|-3bQ^2},
\]

which requires \(3bQ^2<|a|\). At 0.40 V, \(Q=3.569\times10^{-3}\ \mathrm{C/m^2}\) and \(C_s=4.770\times10^{-3}\ \mathrm{F/m^2}\); the oxide has \(C_{ox}=35.42\times10^{-3}\ \mathrm{F/m^2}\). Therefore

\[
t=\frac{209.7+28.2}{2.000\times10^9-0.382\times10^9}\ \mathrm{m}=1.47\times10^{-7}\ \mathrm{m}=147\ \mathrm{nm}.
\]

With \(\gamma=5.835\times10^{-3}\ \mathrm{C\,m^{-2}\,V^{-1/2}}\), the coefficients are \(A=0.7756\ \mathrm{V^{1/2}}\) and \(B=0.4382\ \mathrm{V^{-1/2}}\). At \(\psi=0.60\) V, \(\sqrt\varphi=0.7577\ \mathrm{V^{1/2}}\), so

\[
m=1-1.0236+0.3320=0.3084,
\]

and \(S_\psi=59.53\times0.3084=18.4\) mV/decade. In the table, \(S\) uses the integrated inversion charge, and \(S_0\) is the same quantity without the ferroelectric. Swings are in mV/decade.

| \(\psi\) (V) | \(C_s\) (mF/m²) | \(m\) | \(S_\psi\) | \(S\) | \(S_0\) |
|---|---|---|---|---|---|
| 0.40 | 4.77 | 0.000 | 0.0 | 0.0 | 70.2 |
| 0.50 | 4.24 | 0.175 | 10.4 | 10.7 | 68.6 |
| 0.60 | 3.85 | 0.308 | 18.4 | 18.8 | 67.6 |
| 0.70 | 3.55 | 0.415 | 24.7 | 25.2 | 66.8 |
| 0.80 | 3.32 | 0.503 | 29.9 | 30.5 | 66.3 |

The zero at 0.40 V is a local slope. Over the whole interval the gate moves by 116.1 mV while the inversion charge changes by 6.553 decades, an average of 17.7 mV/decade. Both the fall of \(C_s\) and the weakening of the ferroelectric's negative stiffness by \(3bQ^2\) raise \(m\) as \(\psi\) increases beyond the match.

### (d) Determine which states are stable, and locate the limits of stability.

**Answer.** Let \(U_s(Q)=\int_0^Q\psi\,dQ'\). At fixed gate voltage the energy per area to be minimized is

\[
G=U_s+\frac{Q^2}{2C_{ox}}+t\left(\frac{aQ^2}{2}+\frac{bQ^4}{4}\right)-VQ .
\]

Setting \(dG/dQ=0\) recovers the voltage equation. The second derivative is

\[
\frac{d^2G}{dQ^2}=\frac1{C_s}+\frac1{C_{ox}}+\frac1{C_F}=\frac{m}{C_s}.
\]

Since \(C_s>0\), a state is locally stable against uniform changes of charge when \(m>0\) and unstable when \(m<0\). Domain formation, excluded here by assumption, would need a separate stability test. Where \(m\) changes sign, a stable and an unstable branch meet in a fold. A slow sweep that reaches a fold must jump to another branch. A negative calculated swing thus marks an unstable state, not a transistor characteristic.

The full charge relation gives four folds:

| Fold | \(\psi\) (V) | \(Q\) (mC/m²) | \(C_s\) (mF/m²) | \(V\) (V) |
|---|---|---|---|---|
| accumulation | −0.111 | −7.67 | 157.8 | 1.265 |
| depletion | 0.400 | 3.57 | 4.77 | −0.482 |
| inversion onset | 0.969 | 5.82 | 8.57 | −0.287 |
| strong inversion | 1.036 | 7.51 | 59.0 | −0.338 |

States between the first two folds are unstable, as are those between the last two. The matched point is itself the lower edge of the stable depletion branch.

### (e) Explain how the changing \(C_s\) produces these folds, and describe slow sweeps through them.

**Answer.** Consider first the approach to inversion. There \(e^{-u}\) is negligible, and part (a) gives

\[
C_s\simeq\frac{\gamma^2}{2Q}\left[1+e^{(\psi-2\phi_F)/V_T}\right].
\]

At \(\psi=0.969\) V the bracket is about 2.9: electron screening has nearly tripled the capacitance relative to \(\gamma^2/(2Q)\). It again equals the magnitude of the negative insulator capacitance, and stability is lost. In a numerical test with the electron charge removed and \(t\) unchanged, \(m\) stayed positive from just above the match up to 1.3 V. The electrons therefore cause the inversion folds.

Stability returns at larger charge. If \(1/C_s\) were negligible, the condition \(m/C_s=0\) would give

\[
Q^2=\frac{|a|-1/(C_{ox}t)}{3b},
\]

or \(Q=7.76\ \mathrm{mC/m^2}\). The finite \(1/C_s\) helps to stabilize the stack and lowers the actual value to 7.51 mC/m².

On the other side, \(C_s\) rises from 3.32 mF/m² at 0.80 V to 4.77 at the match and 25.7 at flat band. The ferroelectric's negative stiffness is also greatest at \(Q=0\), so two effects act together. To separate them, replace \(C_s\) by a constant \(C\). The smallest value of \(dV/dQ\) then occurs at \(Q=0\), and there are no folds if

\[
\frac1C+\frac1{C_{ox}}-|a|t\ge0,\qquad C\le\frac{1}{|a|t-1/C_{ox}}=3.76\ \mathrm{mF/m^2}.
\]

Frozen at its 0.80 V value, \(C_s\) meets this condition and all folds vanish; relative to that reference, its actual rise creates the instability. Frozen at the matched value of 4.77 mF/m², it does not meet the condition, and the nonlinear ferroelectric alone would give hysteresis.

Slow sweeps were followed by descending the energy \(G\) in voltage steps of 1 mV:

1. Sweeping up from accumulation, the state jumps near 1.27 V from \(-7.7\) to \(13.8\ \mathrm{mC/m^2}\). It passes over the depletion branch, so the steep swing does not appear on this leg.
2. Sweeping down from inversion, it jumps near −0.34 V onto the depletion branch at \(\psi=0.85\) V. It then follows the steep characteristic to the match, where it jumps near −0.48 V into accumulation.
3. If the downward sweep is reversed at −0.40 V, the state retraces the depletion branch and jumps into inversion near −0.29 V.

The difference between the inversion-fold voltages gives a minor loop 51 mV wide. The main loop, between the upward jump and the last downward jump, is 1.75 V wide. The depletion branch is only a local minimum of \(G\). At \(V=-0.40\) V, \(G\) is 0.25 mJ/m² on that branch, 0.39 mJ/m² at the unstable state beside it, and \(-16.2\) mJ/m² in accumulation at \(Q=-13.9\ \mathrm{mC/m^2}\). Along the whole branch the accumulation state lies 14 to 18 mJ/m² lower, so the steep swing belongs to a metastable state whose barrier vanishes at the match. As long as that barrier is not crossed, a state already on the depletion branch shows no hysteresis while \(V\) stays between −0.482 and −0.287 V.

### (f) How thick may the ferroelectric be if no fold is allowed at any charge, and what swing remains?

**Answer.** Take first \(b=0\). Then

\[
\frac{dV}{dQ}=\frac1{C_s}+\frac1{C_{ox}}-|a|t .
\]

In the Boltzmann model \(C_s\) grows without bound in both accumulation and inversion, so \(1/C_s\) comes arbitrarily close to zero. Freedom from folds requires \(|a|t\le1/C_{ox}\), or \(t\le14.1\) nm. But then

\[
m=1+C_s\left(\frac1{C_{ox}}-|a|t\right)\ge1,
\]

and \(S_\psi\) cannot fall below \(V_T\ln10=59.5\) mV/decade. This linear layer can cancel the voltage lost in the oxide, but it cannot amplify \(\psi\) without an instability somewhere in the full charge range.

For \(b>0\), charges with \(3bQ^2\ge|a|\) impose no limit. Every other charge requires

\[
t\le\frac{1/C_s+1/C_{ox}}{|a|-3bQ^2}.
\]

The smallest right-hand side, found numerically, is 24.1 nm, at \(\psi=-0.063\) V in accumulation. At this limiting thickness \(m\) is 0.948, 0.977 and 0.997 at 0.40, 0.60 and 0.80 V. The corresponding inversion-charge swings are 58.7, 59.6 and 60.4 mV/decade. They improve on the 70.2, 67.6 and 66.3 mV/decade without the layer, but remain far above those of the 147 nm stack.

These limits belong to the uniform-polarization model. If domains form, one charge \(Q\) no longer describes the layer, and both the match and the fold voltages must be recalculated. Boltzmann statistics is a further limit. At the accumulation fold the surface hole density is about \(7\times10^{25}\ \mathrm{m^{-3}}\), above the effective densities of states of silicon, about \(3\times10^{25}\ \mathrm{m^{-3}}\). At the strong-inversion fold the surface electron density is about \(2.5\times10^{25}\ \mathrm{m^{-3}}\), close to those values. The state reached by the upward jump, at \(13.8\ \mathrm{mC/m^2}\), has about \(1.7\times10^{26}\ \mathrm{m^{-3}}\), well outside the Boltzmann range. Degeneracy and quantum confinement lower \(C_s\) there and shift these folds. Confinement also delays inversion, so it can move the upper end of the depletion branch by tens of millivolts in gate voltage, an amount comparable with the width of the minor loop. The two inversion folds need not move equally, so the 51 mV width of that loop holds only for the classical model used here. The match at 0.40 V is hardly affected, because electrons carry almost none of the charge there. The numerical output follows.

## Calculated quantities

```
T = 300 K, N_A = 1.0e+24 m^-3, n_i = 1.0e+16 m^-3
eps_s/eps0 = 12, eps_ox/eps0 = 4, t_ox = 1.0 nm
a = -2.0e+09 m/F, b = 1.0e+13 m^5/(F C^2)
zero-field charge sqrt(-a/b) = 14.14 mC/m^2
V_T = 25.852 mV, V_T ln10 = 59.53 mV/dec
L_D = 4.141 nm, 2 phi_F = 0.9524 V
gamma = 5.8349 mC m^-2 V^-1/2
C_ox = 35.417 mF/m^2
flat-band C_s = 25.661 mF/m^2
match psi = 0.40 V: Q = 3.5691 mC/m^2, C_s = 4.7696 mF/m^2
matched thickness t = 147.04 nm
A = 0.77562 V^1/2, B = 0.43817 V^-1/2
match from closed formula: psi = 0.40000 V
psi in V; C in mF/m^2; V in V; swings in mV/dec
S1 = V_T ln10 m; S2 from inversion charge; S0 = S2, no layer
psi 0.4 C_s 4.770 C_F -4.204 V -0.4820 m 0.0000 S1 0.00 S2 0.00 S0 70.18
psi 0.5 C_s 4.237 C_F -4.487 V -0.4728 m 0.1753 S1 10.43 S2 10.75 S0 68.64
psi 0.6 C_s 3.850 C_F -4.811 V -0.4483 m 0.3084 S1 18.36 S2 18.80 S0 67.60
psi 0.7 C_s 3.553 C_F -5.186 V -0.4120 m 0.4151 S1 24.71 S2 25.21 S0 66.84
psi 0.8 C_s 3.325 C_F -5.624 V -0.3659 m 0.5027 S1 29.92 S2 30.45 S0 66.26
psi 0.4 to 0.8 V: gate span = 116.1 mV, 6.553 decades
average swing there = 17.71 mV/dec
fold accumulation: psi = -0.1106 V, Q = -7.670 mC/m^2, C_s = 157.84 mF/m^2, V = 1.2650 V
fold depletion: psi = 0.4000 V, Q = 3.569 mC/m^2, C_s = 4.77 mF/m^2, V = -0.4820 V
fold inversion onset: psi = 0.9694 V, Q = 5.816 mC/m^2, C_s = 8.57 mF/m^2, V = -0.2875 V
fold strong inversion: psi = 1.0357 V, Q = 7.512 mC/m^2, C_s = 59.03 mF/m^2, V = -0.3381 V
sweep up: jump at V = 1.266 V, Q -7.68 -> 13.77 mC/m^2
sweep down: jump at V = -0.339 V, Q 7.57 -> 5.31 mC/m^2
sweep down: jump at V = -0.483 V, Q 3.58 -> -14.05 mC/m^2
sweep minor up: jump at V = -0.287 V, Q 5.76 -> 8.78 mC/m^2
first down jump lands at psi = 0.852 V
minor loop width = 50.6 mV
major loop: up at 1.265 V, last down at -0.482 V, width 1.747 V
frozen C_s at psi 0.8 V = 3.325 mF/m^2: no folds
largest fold-free constant C_s = 3.761 mF/m^2
fold-free thickness = 24.13 nm, limited at psi = -0.063 V
fold-free limit, psi 0.4 V: m = 0.9484, S1 = 56.46, S2 = 58.66 mV/dec
fold-free limit, psi 0.6 V: m = 0.9774, S1 = 58.18, S2 = 59.59 mV/dec
fold-free limit, psi 0.8 V: m = 0.9968, S1 = 59.34, S2 = 60.39 mV/dec
fold-free thickness for b = 0: 14.12 nm
```
